# Polar islands and dense nanodomains with identical leading-order diffuse scattering

## One row of cells

Take a single row of unit cells, each carrying a local polarization \(\mathbf P\), and fill it in two ways.

In the first filling, polar runs alternate with nonpolar gaps. A polar run continues into the next cell with probability \(q\). All cells of a run have the same \(\mathbf P\), of magnitude \(P_1\), along one of the eight \(\langle111\rangle\) directions, and each run draws its direction independently. If a fraction \(\phi_1\) of the cells is polar, neighbouring cells have

\[
\langle \mathbf P_0\cdot\mathbf P_1\rangle_{\rm islands}=\phi_1P_1^2\,q ,
\]

because the first cell is polar with probability \(\phi_1\) and its neighbour belongs to the same run with probability \(q\).

In the second filling every cell is polar, with magnitude \(P_0\). At each step at most one of the three components changes sign, each with probability \(f\). A wall therefore occurs with probability \(3f\). Across it two of the three products \(P_aP_a'\) equal \(P_0^2/3\) and one equals \(-P_0^2/3\), so \(\mathbf P\cdot\mathbf P'=P_0^2/3\). Hence

\[
\langle \mathbf P_0\cdot\mathbf P_1\rangle_{\rm domains}=P_0^2\left[(1-3f)+3f\cdot\tfrac13\right]=P_0^2(1-2f).
\]

The two agree if \(P_0^2=\phi_1P_1^2\) and \(q=1-2f\). With \(f=0.1\) and \(q=0.8\), both rows have the neighbour correlation \(0.8\,P_0^2\), although one is one third empty when \(\phi_1=2/3\) and the other has no nonpolar cell. Neither process has memory, so each further step multiplies the correlation by the same factor, and the rows agree at every distance.

## The counter-example in three dimensions

Let the lattice be cubic with cell edge \(a\), and let \(\mathbf n=(n_x,n_y,n_z)\) be the separation of two cells in units of \(a\). The quantity to compare is the covariance \(C_{ab}(\mathbf n)=\langle P_a(\mathbf 0)P_b(\mathbf n)\rangle\). Averages run over many independent coherently scattering regions, and the mean polarization is zero.

**Islands.** Draw an independent sequence of polar runs and gaps along each cube axis. A gap contains at least one cell and continues with probability \(g\). A cell at \((x,y,z)\) is polar if all three of its coordinates lie in polar runs. The polar regions are then cuboids, each labelled by three runs. Two different cuboids differ in at least one run, so at least one layer of nonpolar cells separates them. The mean run and gap lengths are \(a/(1-q)\) and \(a/(1-g)\), which gives

\[
\phi_1=\frac{1/(1-q)}{1/(1-q)+1/(1-g)},\qquad \phi=\phi_1^3
\]

for the polar fractions along an axis and in the volume.

Each cuboid has an independent \(\langle111\rangle\) direction with zero mean, so pairs of cells in different cuboids contribute nothing to \(C_{ab}\), however the cuboids are arranged. Within one cuboid \(\langle P_aP_b\rangle=\delta_{ab}P_1^2/3\). Two cells share a cuboid if they share a run on all three axes, with probability \(\phi_1q^{|n_x|}\,\phi_1q^{|n_y|}\,\phi_1q^{|n_z|}\). Therefore

\[
C_{ab}^{\rm islands}(\mathbf n)=\delta_{ab}\frac{\phi P_1^2}{3}\,q^{|n_x|+|n_y|+|n_z|}.
\]

**Nanodomains.** Let

\[
P_a(x,y,z)=\frac{P_0}{\sqrt3}\,t_a^{(x)}(x)\,t_a^{(y)}(y)\,t_a^{(z)}(z),\qquad t=\pm1 .
\]

The three axes are independent. On each axis the three signs start independently with equal odds, and at each step at most one of them flips, each with probability \(f\). One step multiplies \(\langle t_at_a'\rangle\) by \((1-f)-f=1-2f\). For \(a\ne b\) the independent starting signs give \(\langle t_at_b'\rangle=0\). Multiplying the three axes,

\[
C_{ab}^{\rm domains}(\mathbf n)=\delta_{ab}\frac{P_0^2}{3}\,(1-2f)^{|n_x|+|n_y|+|n_z|}.
\]

A step along an axis changes only that axis's signs, so \(\mathbf P\) turns across any wall by \(\arccos(1/3)=70.53^\circ\). This is the smallest angle between different \(\langle111\rangle\) variants, and "low-angle" is meant here in that sense.

The two covariance tensors are equal, element by element and at every separation, if

\[
q=1-2f,\qquad P_0^2=\phi P_1^2 .
\]

## Numbers, and what the peak width means

Take \(a=0.4\) nm, \(q=0.8\), \(g=0.6\) and \(P_0=20\ \mu\mathrm{C/cm^2}\). The mean island edge is \(0.4/0.2=2.0\) nm and the mean gap \(0.4/0.4=1.0\) nm, so \(\phi_1=2/3\) and \(\phi=0.296\). Matching requires \(P_1=20/\sqrt{0.296}=36.7\ \mu\mathrm{C/cm^2}\). In the other structure \(f=0.1\), and the mean domain width along a cube axis is \(a/(3f)=1.33\) nm.

As proved below, the leading-order intensity follows the lattice sum of \(C_{ab}\), which factorizes over the axes. Let \(k\) be the wave-vector offset from a Bragg peak along one axis, in radians per cell, and \(z=qe^{ik}\). The geometric series gives

\[
s(k)=\sum_{n=-\infty}^{\infty}q^{|n|}e^{ikn}
=\mathrm{Re}\,\frac{1+z}{1-z}
=\frac{1-|z|^2}{|1-z|^2}
=\frac{1-q^2}{1-2q\cos k+q^2}.
\]

At the centre \(s(0)=(1+q)/(1-q)=9\), so the three-dimensional peak is \(9^3=729\) times higher than for uncorrelated cells with the same mean square polarization. The denominator equals \((1-q)^2+4q\sin^2(k/2)\). It has doubled when \(\sin(k/2)=(1-q)/(2\sqrt q)\), which gives a full width at half maximum of \(1.12\ \mathrm{nm^{-1}}\) along [100].

This width fixes the correlation length along a cube axis, \(-a/\ln q=1.79\) nm (along [111] it is shorter by \(\sqrt3\)), but not the size of an object. Read with the first model, it means islands of mean edge 2.0 nm; read with the second, domains of mean width 1.33 nm. The ratio is \((1-q)/(3f)=2f/(3f)=2/3\), because a 71° wall reverses one component and leaves the other two correlated.

The equality was also tested on explicitly generated structures, 24,000 boxes of \(8^3\) cells for each model. In a box of \(N\) cells per edge a separation \(n\) along an axis occurs with relative weight \(1-|n|/N\), so the expected intensity is the product over axes of \(\sum_n(1-|n|/N)q^{|n|}\cos kn\). At \(\mathbf k=(0.4,0,0)\) this gives 68.60 in units of \(P_0^2/3\) per cell. The scattering summed directly from the structures gives \(68.27\pm0.67\) for islands and \(68.46\pm0.27\) for domains, with standard errors.

## The general statement

Assume that the structure is static, that the scattering amplitude \(F\) of a cell is the same function of its \(\mathbf P\) everywhere (no chemical disorder), that atomic displacements are proportional to \(\mathbf P\), and that the ensemble is homogeneous and unchanged by \(\mathbf P\to-\mathbf P\). Then:

1. To leading order in displacement, the diffuse intensity is determined by \(C_{ab}(\mathbf n)\) alone, and the first correction is of fourth order. This orders the terms for coherently scattering regions of fixed size; the coefficient of the correction can grow with that size if the pattern of \(|\mathbf P|\) has long-range correlations.
2. For every \(q\) with \(1/3\le q<1\) and every \(\phi\) with \(0<\phi\le(2-q)^{-3}\), there is a structure of isolated islands with polar fraction \(\phi\) and a structure of 71° nanodomains, polar in every cell, with the same \(C_{ab}\).

Consequently, leading-order diffuse scattering of this form establishes neither the existence of a nonpolar matrix nor the polar fraction. If the atomic displacements per unit polarization are known and the intensity is measured on an absolute scale, it fixes the product \(\phi P_1^2\), but not its factors.

**Proof of 1.** Let atom \(j\), with scattering factor \(f_j\) and position \(\mathbf r_j\) in the cell, be displaced by \(\beta_j\mathbf P\). For scattering vector \(\mathbf Q\),

\[
F(\mathbf P)=\sum_jf_je^{i\mathbf Q\cdot\mathbf r_j}e^{i\beta_j\mathbf Q\cdot\mathbf P}
=F_0+i\Gamma\,\mathbf Q\cdot\mathbf P+O(P^2),\qquad
\Gamma=\sum_jf_j\beta_je^{i\mathbf Q\cdot\mathbf r_j}.
\]

Diffuse intensity is what remains after the scattering of the average structure is subtracted. Per cell of a large crystal it is the lattice sum of the covariance of \(F\). The constant \(F_0\) has no covariance with anything. The linear terms give

\[
I_{\rm diff}(\mathbf Q)=|\Gamma|^2\sum_{ab}Q_aQ_b\sum_{\mathbf n}C_{ab}(\mathbf n)\,e^{i\mathbf k\cdot\mathbf n},
\]

where \(\mathbf k\) is the offset of \(\mathbf Q\) from a reciprocal lattice vector. The products of linear and quadratic terms are of third order in \(\mathbf P\), and they average to zero because \(\mathbf P\) and \(-\mathbf P\) are equally likely. The next terms are of fourth order.

**Proof of 2.** The constructions above apply. Nanodomains need \(3f\le1\), and with \(f=(1-q)/2\) this means \(q\ge1/3\). Their mean width is \(a/(3f)=2a/[3(1-q)]\), which shrinks to a single cell at \(q=1/3\), so they are domains in the usual sense only for \(q\) well above this limit. For islands, the mean gap can have any length from one cell upwards. The shortest gap gives the largest axial fraction, \(\phi_1=[1/(1-q)]/[1/(1-q)+1]=1/(2-q)\), and longer gaps give every smaller positive value. Choosing \(P_1=P_0/\sqrt\phi\) completes the match. ∎

The statement does not say that every island structure has a nanodomain partner, nor that a crystal with such scattering is densely filled with domains. It removes an inference without supplying the opposite one.

## Walls of smaller angle

Smaller rotations can be studied with \(\mathbf P\) confined to a plane. Let its angle be a uniformly random constant plus three independent random walks, one along each axis, each turning by \(\pm\theta\) with probability \(w/2\) per step. One step multiplies the correlation by \(1-w+w\cos\theta\). Setting this equal to \(q\) gives

\[
w=\frac{1-q}{1-\cos\theta},\qquad \text{mean domain width}=\frac aw=\frac{a(1-\cos\theta)}{1-q}.
\]

This matches islands polarized at random in the same plane. At fixed correlation length, smaller angles need denser walls, since each wall destroys less correlation. For \(\theta=45^\circ\) and \(q=0.8\) the width is 0.59 nm, about one and a half cells, which is hardly a domain. The condition \(w\le1\) requires \(\cos\theta\le q\), or \(\theta\ge36.9^\circ\) here. Memory in the sequence of turns would not lower this limit: neighbouring cells differ in angle by \(0\) or \(\pm\theta\), so their mean correlation cannot fall below \(\cos\theta\), whereas the match requires it to equal \(q\).

## Where the equality ends

The fourth moment of the polarization already differs. For domains \(\langle P^4\rangle/\langle P^2\rangle^2=1\). For islands it is \(\phi P_1^4/(\phi P_1^2)^2=1/\phi=3.4\). A probe sensitive to the distribution of \(|\mathbf P|\) from cell to cell can therefore separate the models.

Scattering itself carries this information at higher order. Consider lead as the only scatterer, near the reflection \((H00)\), with a displacement \(u_0=0.015\) nm in the domains and \(u_1=u_0/\sqrt\phi=0.0276\) nm in the islands. Hold \(\mathbf Q\) in the displacement phase at its value at the reflection. The phase is then \(\pm\kappa\) in domains, with \(\kappa=2\pi Hu_0/(\sqrt3a)\), and \(\pm\kappa'\) or zero in the island model, with \(\kappa'=\kappa/\sqrt\phi\). Averaging over \(\mathbf k\) in the zone leaves the single-cell variance \(1-|\langle e^{i\,\rm phase}\rangle|^2\). For domains the mean is \(\cos\kappa\), so

\[
V_{\rm domains}=\sin^2\kappa .
\]

For islands the mean is \(1-\phi(1-\cos\kappa')\). Write \(c=1-\cos\kappa'\) and use \(2c=\sin^2\kappa'+c^2\):

\[
V_{\rm islands}=2\phi c-\phi^2c^2=\phi\sin^2\kappa'+\phi(1-\phi)(1-\cos\kappa')^2 .
\]

The last term is the contrast between polar and nonpolar cells. Expanding both results to fourth order, with \(\phi\kappa'^2=\kappa^2\),

\[
V_{\rm islands}-V_{\rm domains}\approx
\frac{\kappa^4(1-\phi)}{\phi}\left(\frac14-\frac13\right)
=-\frac{(1-\phi)\kappa^4}{12\,\phi}.
\]

The contrast term (\(+1/4\)) is more than offset by the stronger saturation of the sine at the larger island displacement (\(-1/3\)). At \(H=1\) the strengths are 0.0184 for domains and 0.0183 for islands. At \(H=3\) they are 0.158 and 0.153, a difference of 3% relative to the domain value, although the contrast term makes up 10% of the island strength. Integrated intensity is thus a weak discriminator at low-order \((H00)\) reflections. It is a stronger one elsewhere. At \((HHH)\) the domain phase is \(\pm3\kappa\) with probability \(1/4\) and \(\pm\kappa\) with probability \(3/4\), its fourth moment is larger, and the same averaging gives differences of about 9% at (222) and 18% at (333). The distribution of the contrast term over \(\mathbf k\) would say more, but in this model it reflects the artificial alignment of the cuboids in rows. Because of that alignment, the occupancy of cells stays correlated at any distance along rows and layers, and the contrast term gathers in sharp sheets and streaks through the Bragg peaks. Exactly on a cube axis its intensity per cell grows as the square of the edge of the coherently scattering region, so in large regions it exceeds the leading term there. Beyond leading order, the equal peak shapes found above therefore hold only approximately, and best at low \(H\), for small regions or away from these sheets and streaks.

## Bound charge

Both structures carry bound charge where the normal component of \(\mathbf P\) jumps. The charge is set by the longitudinal part \(\hat{\mathbf k}\cdot\mathbf P_{\mathbf k}\) of each Fourier component. As \(C_{ab}\propto\delta_{ab}\), this part holds one third of the variance in both models. The mean depolarization energy per cell is therefore the same,

\[
U=\frac{P_0^2a^3}{6\varepsilon_0\varepsilon_b}=60\ \text{meV}
\]

for an assumed background permittivity \(\varepsilon_b=5\), with continuum electrostatics carried down to the cell. This exceeds the thermal energy of 26 meV at 300 K, which suggests that for so small a permittivity neither structure is a plausible equilibrium state without screening. The comparison depends on the assumed value: \(U\) falls below the thermal energy for \(\varepsilon_b\) above about 12. In 24 sampled boxes of \(45^3\) cells per model the longitudinal share was 0.331 for islands and 0.368 for domains; the ensemble value does not exceed one third, so the excess for domains is sampling scatter.

Suppose the longitudinal part is removed completely. This is a linear operation on \(\mathbf P_{\mathbf k}\), so the two covariances stay equal. The factor \(Q^2\) in the intensity becomes \(Q^2-(\mathbf Q\cdot\hat{\mathbf k})^2\), which vanishes for \(\mathbf k\) parallel to \(\mathbf Q\). The real-space pictures become less pure but remain distinct. In the sampled boxes, whose weak-cell fractions carry a scatter of a few percentage points for islands, the root-mean-square polarization is \(1.34\,P_0\) inside the former islands and \(0.43\,P_0\) in the former matrix, and cells with \(|\mathbf P|<P_0/3\) make up 39% of the island structure against 3% of the domain structure.

## Beside a real relaxor

The parameters lie in the rough regime of lead magnesium niobate: a cell edge near 0.4 nm, a correlation length of a few nanometres, and lead shifts of roughly 0.03 nm. The island value of 0.0276 nm is typical in this sense; the domain value of 0.015 nm is about half of it. Doubling both displacements would raise the relative difference at \(H=1\) fourfold, from about 0.4% to about 1.5%, by the expansion above, and the difference at (222) from about 9% to about 28%. Real diffuse scattering in this material is strongly anisotropic, extending along \(\langle110\rangle\) directions, and the models do not reproduce this. Their own anisotropy comes from the product form of the line shape, which has arms along the cube axes: at \(|\mathbf k|=1\) radian per cell it is about twenty times larger along [100] than along [111]. Removing bound charge adds a further anisotropy, equally in both models. Chemical disorder on the magnesium–niobium sites breaks the assumption of identical cells and adds scattering that is not estimated here. Electrostrictive strain is also left out. It is quadratic in \(\mathbf P\), but the displacements it produces are not a function of the local \(\mathbf P\), and their scattering rises as \(1/k^2\) towards a Bragg peak. It differs between the models: the covariance of \(P_xP_y\) is \(P_0^4q^{n}/(9\phi)\) for islands and \(P_0^4(1-4f)^{n}/9\) for domains, with \(n=|n_x|+|n_y|+|n_z|\), so its lattice sum near the peak is about 38 times larger for islands. Close to a Bragg peak of a real crystal the equality therefore need not hold. Thermal motion adds more. An Einstein oscillator of 7 meV gives lead a shift of 0.010 nm per axis at 300 K, and a zone-integrated strength 1.4 times the static one. Spread evenly over the zone, it is only 0.2% of the static peak height, but acoustic phonons concentrate near Bragg peaks and make this an underestimate there. The complete values are in the numerical output.

## Computed results

```
cell edge a = 0.4 nm; q = 0.8; g = 0.6; f = 0.100
correlation length = 1.793 nm
mean island edge = 2.000 nm
mean gap between islands = 1.000 nm
mean 71-degree domain width = 1.333 nm
wall angle = 70.53 degrees
polar fraction: axis 0.6667, volume 0.2963
sampled polar fraction, islands = 0.2956
sampled walls per step, domains = 0.3007
P: domains 20.0, islands 36.7 uC/cm2
lead shift: domains 0.0150, islands 0.0276 nm
peak height over uncorrelated cells = 729.0
full width at half maximum along [100] = 1.120 1/nm
box of 8^3 cells, 24000 samples per model
box intensity per cell, units P0^2/3 (k in rad/cell):
 k=[0.4, 0.0, 0.0]: formula 68.60
  islands 68.27 +- 0.67
  domains 68.46 +- 0.27
 k=[0.4, 0.4, 0.0]: formula 41.54
  islands 41.33 +- 0.33
  domains 41.64 +- 0.12
 k=[0.4, 0.4, 0.4]: formula 25.15
  islands 25.05 +- 0.16
  domains 25.09 +- 0.04
45-degree planar walls: width = 0.586 nm
smallest memoryless wall angle = 36.87 degrees
<P^4>/<P^2>^2: domains 1.000, islands 3.375
zone-integrated diffuse strength at (H00), all orders:
 H=1: domains 0.01839, islands 0.01832
  island parts: odd 0.01812, contrast 0.00020
 H=2: domains 0.07221, islands 0.07118
  island parts: odd 0.06806, contrast 0.00312
 H=3: domains 0.15751, islands 0.15258
  island parts: odd 0.13759, contrast 0.01499
longitudinal share: islands 0.331, domains 0.368
background permittivity (input) = 5.0
depolarization energy = 60.2 meV per cell
thermal energy at 300 K = 25.85 meV
after removal of all bound charge:
 rms P in islands 1.344, in matrix 0.427 P0
 cells with P < P0/3: islands 0.388, domains 0.030
lead mode energy (input) = 7.0 meV
thermal lead shift per axis = 0.0103 nm rms
thermal/static strength: zone 1.43, at peak 0.00196
```
